Emitter bandgap narrowing from transistor gains at two temperatures

**The device and the data**

A silicon npn transistor has a uniformly doped emitter (N_E = 1.0×10²⁰ cm⁻³, width W_E = 100 nm, ohmic contact at its far side) and a uniformly doped base (N_B = 2.0×10¹⁷ cm⁻³, neutral width W_B, not known in advance). The common-emitter gain β = I_C/I_B, read where it does not depend on current, is

β1 = 80 at T1 = 300 K, β2 = 130 at T2 = 400 K.

The minority mobilities follow power laws over this range:

- electrons in the base: μ_B = 700 cm²/Vs at 300 K, varying as T^(−m_B) with m_B = 1.7;
- holes in the emitter: μ_E = 100 cm²/Vs at 300 K, varying as T^(−m_E) with m_E = 0.5.

These values are assumed for the exercise. The exponent 1.7 is typical of more lightly doped silicon; at 2×10¹⁷ cm⁻³ common mobility models give about 1.0. The exponent for holes in so heavily doped an emitter is uncertain. Part (g) shows what this means for the result. Let n_iE² and n_iB² be the equilibrium products of electron and hole densities in emitter and base. The apparent narrowing Δ of the emitter relative to the base is defined by

n_iE² = n_iB² exp(Δ/kT).

It contains everything that changes the product, not the shift of the band edges alone. Energies are in meV, and k is Boltzmann's constant. Until part (f), Δ is taken as independent of temperature.

**(a) Derive β(T) for low injection and negligible recombination. Why is the gap of the base not needed?**

*Answer.* At forward bias V the quasi-Fermi levels are nearly flat across the emitter junction and are split by qV. At the emitter edge, therefore,

p n = n_iE² exp(qV/kT).

Low injection leaves the majority density at n = N_E, so the hole density there is

p(0) = (n_iE²/N_E) exp(qV/kT).

The equilibrium density has been dropped, since qV ≫ kT. Uniform doping gives no built-in field, so the holes move by diffusion. Without recombination D_E p″ = 0, and the profile is a straight line from p(0) to zero at the contact. Its slope has magnitude p(0)/W_E, and for junction area A

I_B = qA D_E n_iE²/(N_E W_E) · exp(qV/kT).

The same argument holds for electrons in the base, whose density vanishes at the reverse-biased collector:

I_C = qA D_B n_iB²/(N_B W_B) · exp(qV/kT).

In the ratio the bias factor cancels, and n_iB²/n_iE² = exp(−Δ/kT):

β(T) = [D_B N_E W_E/(D_E N_B W_B)] exp(−Δ/kT).  (1)

The gap of the base enters both currents through n_iB² and cancels, together with its temperature dependence and the densities of states. A positive Δ lowers the gain, because it raises the hole density injected into the emitter. It also makes the gain rise with temperature, as far as the exponential is concerned.

**(b) Obtain Δ from the two gains, first for general diffusivities, then for the given mobility laws.**

*Answer.* Write r = D_B/D_E, with r1 and r2 its values at T1 and T2. Dividing (1) at T2 by (1) at T1 removes the dopings and widths, which are held fixed:

β2/β1 = (r2/r1) exp[(Δ/k)(1/T1 − 1/T2)].

Take the logarithm and solve for Δ:

Δ = k [ln(β2/β1) − ln(r2/r1)]/(1/T1 − 1/T2).  (2)

The minority carriers are nondegenerate on both sides, even though the emitter's majority electrons are not. The Einstein relation D = kTμ/q therefore applies to each, and D ∝ T^(1−m). The common factor T cancels in r:

r2/r1 = (T2/T1)^(1−m_B)/(T2/T1)^(1−m_E) = (T2/T1)^(−(m_B−m_E)).

Inserting this in (2) turns the minus sign into a plus:

Δ = k [ln(β2/β1) + (m_B − m_E) ln(T2/T1)]/(1/T1 − 1/T2).  (3)

**(c) Evaluate Δ, once with the diffusivities treated as constant and once with their temperature dependence.**

*Answer.* The three numbers needed are

ln(β2/β1) = ln(130/80) = 0.4855,
ln(T2/T1) = ln(400/300) = 0.2877,
k/(1/T1 − 1/T2) = 103.41 meV.

With constant diffusivities the second logarithm in (2) is zero:

Δ_naive = 103.41 × 0.4855 = 50.2 meV.

With m_B − m_E = 1.2,

Δ = 103.41 × (0.4855 + 1.2 × 0.2877) = 103.41 × 0.8307 = 85.9 meV (0.0859 eV).

**(d) Find a general expression for the error of the naive value. Which diffusivity causes it, and would closer temperatures cure it?**

*Answer.* The naive value is (2) without ln(r2/r1). Naive minus corrected is therefore

δ = k ln(r2/r1)/(1/T1 − 1/T2) = −(m_B − m_E) k T*,  (4)

T* = ln(T2/T1)/(1/T1 − 1/T2).

Here T* = 345.2 K and kT* = 29.75 meV, so δ = −1.2 × 29.75 = −35.7 meV, which is −42 % of the corrected value. For given exponents and temperatures, δ depends neither on Δ nor on the gains. The relative error is thus larger for a smaller narrowing.

The sign follows from the physics. The ratio D_B/D_E falls on heating and holds back the rise of the gain. A reader who ignores this sees a weak rise and infers a small narrowing. In the limiting case Δ = (m_B − m_E)kT* = 35.7 meV the two tendencies cancel, the gains are equal, and the naive value is zero.

The separate contributions come from D ∝ T^(1−m):

base: (1 − m_B) kT* = −0.7 × 29.75 = −20.8 meV,
emitter: −(1 − m_E) kT* = −0.5 × 29.75 = −14.9 meV.

Between 300 and 400 K, D_B falls from 18.10 to 14.80 cm²/s while D_E rises from 2.59 to 2.99 cm²/s. Both changes lower the ratio, so the contributions add. Correcting one region alone leaves the other contribution in place. If the exponents were equal, δ would vanish although both diffusivities varied.

For a small interval put T2 = T1(1 + x). Then 1/T1 − 1/T2 = x/[T1(1 + x)], and

T* = T1 (1 + x) ln(1 + x)/x → T1 as x → 0.

Numerator and denominator shrink together, so the error tends to −(m_B − m_E)kT1 and not to zero. With T1 = 300 K it is −35.7 meV for T2 = 400 K, −33.5 meV for 350 K, −31.5 meV for 310 K and −31.1 meV for 301 K.

A small interval also amplifies noise. Independent random errors of 1 % in each gain shift Δ by √2 × 0.01 × 103.41 = 1.5 meV for the 300 and 400 K pair. The prefactor is kT1T2/(T2 − T1), and T1T2/(T2 − T1) grows from 1200 K to 9300 K when T2 is lowered to 310 K. The same gain errors then give about 11 meV.

**(e) What base width does each value of Δ imply? Can the naive value be made consistent with both gains by adjusting the width?**

*Answer.* Solve (1) at T1 for W_B, using D_B/D_E = μ_B/μ_E = 7:

W_B = 7 N_E W_E/(N_B β1) · exp(−Δ/kT1) = 4375 nm × exp(−Δ/kT1).

With kT1 = 25.85 meV:

naive: 4375 × exp(−50.2/25.85) = 627 nm,
corrected: 4375 × exp(−85.9/25.85) = 158 nm.

An error of 35.7 meV becomes a factor of four in the width, because Δ stands in an exponent. An independent measurement of the width could therefore expose the naive value.

Adjusting the width does not rescue it. In (1) the width fixes the scale of β but not its temperature dependence; the small effect of the depletion layer is treated in part (g). With Δ = 50.2 meV, a width of 627 nm and the stated mobility laws, the gain is 80 at 300 K but 92 at 400 K, instead of 130. With 85.9 meV and 158 nm, a numerical solution of the diffusion equation returns both given gains to within one part in 10⁵. In this test the minority densities at the edges come from Fermi integrals, but the majority carriers obey Boltzmann statistics. The degeneracy of the emitter is treated in parts (f) and (g).

**(f) Suppose Δ varies with temperature. What does formula (3) then return? Show that degeneracy of the emitter electrons causes such a variation.**

*Answer.* Let Δ1 and Δ2 be the values at T1 and T2. The exponent in β2/β1 becomes Δ1/kT1 − Δ2/kT2, so the extracted value is

X = (Δ1/T1 − Δ2/T2)/(1/T1 − 1/T2).

Multiply numerator and denominator by T1T2:

X = (T2Δ1 − T1Δ2)/(T2 − T1) = Δ1 − T1(Δ2 − Δ1)/(T2 − T1).  (5)

This is the straight line through the two points (T1, Δ1) and (T2, Δ2), continued to T = 0. If Δ rises with temperature, X lies below both values.

Now let the emitter gap be smaller than the base gap E_g by a rigid shift G, and let the Fermi level lie ηkT above the conduction band edge. The holes are nondegenerate:

p = N_v exp[−(E_g − G)/kT − η],

where N_v and N_c are the effective densities of states. Multiply by N_E and compare with n_iB² = N_c N_v exp(−E_g/kT), which holds for the nondegenerate base:

n_iE²/n_iB² = (N_E/N_c) exp(−η) exp(G/kT).

The logarithm times kT gives

Δ = G − kT[η − ln(N_E/N_c)].  (6)

For Boltzmann statistics N_E/N_c = exp(η), and the bracket is zero. Pauli exclusion makes the density at given η smaller than this, so the bracket is positive and Δ < G. Its temperature dependence is simplest at weak degeneracy, where the Fermi integral gives N_E/N_c ≈ exp(η)[1 − exp(η)/√8]. To first order in N_E/N_c the bracket is then N_E/(√8 N_c). Since N_c ∝ T^(3/2), the correction kT[η − ln(N_E/N_c)] varies as T^(−1/2). It falls on heating, so Δ rises even when G is constant. The Fermi integrals quoted in part (g) show the same trend at the doping used here, where the degeneracy is no longer weak.

**(g) Use the following data to judge how far 85.9 meV can be trusted.**

- Degeneracy: for G = 128.7 meV and N_c = 2.82×10¹⁹ cm⁻³ × (T/300 K)^(3/2), Fermi integrals give Δ = 97.8 meV at 300 K and 101.5 meV at 400 K. About 0.1 meV of each value comes from the slight degeneracy of the base holes, which (6) omits.
- Base acceptors with a level at 45 meV, degeneracy factor 4 and N_v = 2.51×10¹⁹ cm⁻³ × (T/300 K)^(3/2): the ionized fraction is 0.864 at 300 K and 0.933 at 400 K.
- Emitter junction at a fixed collector current density of 10 A/cm²: the depletion layer reaches 49.1 nm into the base at 300 K and 56.3 nm at 400 K.
- Auger recombination in the emitter: the hole diffusion length is 304 nm at 300 K.
- Base lifetime: 10⁻⁷ s.

*Answer.* A neglected factor that multiplies β by f1 at T1 and f2 at T2 shifts the extracted value by 103.41 meV × ln(f2/f1).

*Degeneracy.* Equation (5) gives X − Δ1 = −300 × (101.5 − 97.8)/100 ≈ −11 meV. The extracted value lies this far below the narrowing at 300 K.

*Ionization.* The gain is inversely proportional to the hole density in the base, which grows on heating. The shift is 103.41 × ln(0.864/0.933) ≈ −8 meV. The level of an isolated acceptor was used. Its binding energy decreases with doping, so the effect is probably overestimated.

*Depletion.* At fixed current the junction barrier is higher at 400 K, and the neutral base shrinks by 56.3 − 49.1 = 7.2 nm. For a base of 158 nm the shift is 103.41 × ln(158/150.8) = +4.8 meV. The depths used here come from the full-depletion approximation. Electrons that spill over from the emitter reduce them by about 15 %, and the shift to about 4 meV.

*Recombination in the emitter.* With diffusion length L, the hole profile that vanishes at the contact is proportional to sinh[(W_E − x)/L]. Its slope at the junction exceeds that of the straight line by the factor (W_E/L) coth(W_E/L). For W_E/L = 100/304 this is 1.036. With the same lifetime L grows as √D_E, to 327 nm at 400 K, where the factor is 1.031. The factor divides the gain, so the shift is 103.41 × ln(1.036/1.031) = +0.5 meV.

*Recombination in the base.* The electrons stored in the triangular profile recombine at a rate that adds the fraction W_B²/(2D_Bτ) of I_C to the base current, where τ is the base lifetime. The gain is thus divided by 1 + βW_B²/(2D_Bτ). For a base of 158 nm the second term is 0.0055 at 300 K and 0.0109 at 400 K, and the shift is 103.41 × ln(1.0055/1.0109) ≈ −0.6 meV.

The first three effects matter, and they do not all have the same sign. A device model containing all five, fitted to the same two gains, gives G = 128.7 meV, the value used above, and an apparent narrowing of 97.8 meV at 300 K. The simple result is therefore about 12 meV too low by this measure, a third of the error made by ignoring the diffusivities. Adding the separate shifts would suggest a slightly larger deficit, roughly 14 meV. The fitted base is thinner, 111 nm, so the same change of depletion depth matters more there: 103.41 × ln(111/103.8) ≈ 7 meV instead of 4.8 meV. This accounts for most of the difference.

The fitted values are good to about 1 meV within this model, not to the last digit shown. The fit uses the full-depletion depths; with the spill-over electrons included it gives about 99 meV and 106 nm. It also sets the electron density at the collector to zero, although electrons leave at roughly the saturation velocity v ≈ 10⁷ cm/s. This replaces W_B by W_B + D_B/v in (1), with D_B/v ≈ 17 nm, so the widths of part (e) are too large by this amount. The extracted value shifts by about +1 meV, and the fit moves to about 96.5 meV and 99 nm. With N_c = 2.86×10¹⁹ cm⁻³ × (T/300 K)^1.58, N_v = 3.10×10¹⁹ cm⁻³ × (T/300 K)^1.85 and an acceptor level of 42 meV, the degeneracy and ionization shifts become about −13 and −7 meV, while the fitted narrowing hardly changes.

The mobility exponents can matter more than any of these effects. Raising m_B − m_E by 0.3 raises Δ by 0.3 × 29.75 = 8.9 meV. Replacing m_B = 1.7 by 1.0, a more realistic value at this base doping, lowers Δ by 0.7 × 29.75 = 20.8 meV, to 65.1 meV. If m_E exceeded m_B, the error of the naive value would even change sign. This is a real possibility: Klaassen's unified mobility model gives about m_B = 1.0 and m_E = 1.4 for minority carriers at these dopings, and with these values formula (3) gives 50.2 − 0.4 × 29.75 = 38.3 meV, which is below the naive value. The defensible statement is therefore conditional: if the stated exponents hold and G does not depend on temperature, the apparent narrowing is roughly 90 to 100 meV at 300 K. The second condition is not minor: a drift of G by only +0.03 or −0.03 meV/K moves the fitted value to about 104 or 91 meV. For a real transistor, the temperature dependence of both minority mobilities must be known at the actual dopings before a value is quoted.

**Relation to real transistors.** An apparent narrowing of the order of 100 meV is reasonable for silicon doped to 10²⁰ cm⁻³, and a gain that rises by about half a percent per kelvin is ordinary for a silicon homojunction transistor. Neither fact confirms the assumed mobility exponents. Fast modern transistors have much thinner and more heavily doped bases than this one. Real devices break the assumption of uniform doping: diffused or implanted profiles contain built-in fields, and Δ then becomes a weighted average over the emitter. Many also have a polysilicon contact, at which the hole density does not vanish. Neither effect is included in the 12 meV found above, nor is any temperature dependence of G itself. Formula (3) should not be applied to a device with such a contact unless the temperature dependence of the contact is known. The intermediate values are collected in the numerical output below.

Computed values

```
temperature 1: 300 K
temperature 2: 400 K
given gain at 300 K: 80
given gain at 400 K: 130
emitter doping: 1.0e+20 cm^-3
emitter width: 100 nm
base doping: 2.0e+17 cm^-3
electron mobility in base, 300 K: 700 cm2/Vs
hole mobility in emitter, 300 K: 100 cm2/Vs
mobility exponent, base: 1.7
mobility exponent, emitter: 0.5
D base at 300 K: 18.10 cm2/s
D emitter at 300 K: 2.59 cm2/s
D base at 400 K: 14.80 cm2/s
D emitter at 400 K: 2.99 cm2/s
kT at 300 K: 25.85 meV
ln(beta2/beta1): 0.4855
ln(T2/T1): 0.2877
k/(1/T1-1/T2): 103.41 meV
Tstar: 345.2 K
geometric mean temperature: 346.4 K
k Tstar: 29.75 meV
naive narrowing: 50.2 meV
corrected narrowing: 85.9 meV
error, naive minus corrected: -35.7 meV
relative error: -42 %
part from base diffusivity: -20.8 meV
part from emitter diffusivity: -14.9 meV
error for pair 300 K and 301 K: -31.1 meV
error for pair 300 K and 310 K: -31.5 meV
error for pair 300 K and 350 K: -33.5 meV
error for pair 300 K and 400 K: -35.7 meV
base width implied by naive value: 627 nm
base width implied by corrected value: 158 nm
400 K gain predicted from naive value: 92
shift for 1 % random error in each gain: 1.5 meV
shift for +0.3 in exponent difference: 8.9 meV
hole diffusion length in emitter, 300 K: 304 nm
base-current factor from Auger, 300 K: 1.036
ionized base fraction at 300 K: 0.864
depletion depth in base at 300 K: 49.1 nm
ionized base fraction at 400 K: 0.933
depletion depth in base at 400 K: 56.3 nm
shift of extracted value, ionization: -8.0 meV
shift of extracted value, auger: 0.5 meV
shift of extracted value, base_recomb: -0.6 meV
shift of extracted value, depletion: 4.8 meV
shift from degeneracy, against 300 K value: -11.2 meV
full fit: rigid gap shift: 128.7 meV
full fit: apparent narrowing at 300 K: 97.8 meV
full fit: apparent narrowing at 400 K: 101.5 meV
full fit: base width at 300 K: 111 nm
full fit: shift on mesh doubling: 2.2e-05 meV
```
